# Callaway's Conductivity Correction from Crystal-Momentum Conservation in Normal Phonon Collisions

## The question

A hot transistor sits on an electrically insulating plate that spreads its heat. Phonons carry the heat and collide on the way. Umklapp processes, defects and grain boundaries take crystal momentum from the phonon gas and so oppose a steady heat current. Normal three-phonon processes conserve crystal momentum and merely share it out among the modes.

The simplest relaxation-time estimate adds all collision rates and lets every collision return the phonons to a distribution at rest. Normal collisions then destroy momentum that they should conserve. What must be added to the conductivity when conservation is enforced?

## Model and conventions

The crystal is isotropic, with branches $\omega(q)$ and group speed $v=d\omega/dq\ge 0$ along $\mathbf q$. A small uniform temperature gradient $G=dT/dx$ is applied, and $\mu$ is the cosine of the angle between $\mathbf q$ and $x$. In equilibrium the occupation is

$$n_0=\frac{1}{e^{\hbar\omega/k_BT}-1}.$$

The heat capacity of one mode is

$$c=\hbar\omega\frac{\partial n_0}{\partial T}=\frac{(\hbar\omega)^2}{k_BT^2}\,n_0(n_0+1).$$

Sums over modes per unit volume are written as

$$\langle f\rangle=\sum_{\rm branches}\int\frac{q^2dq}{2\pi^2}\,f(q),$$

followed by an average over $\mu$ where $f$ depends on direction.

Resistive collisions relax $n$ towards $n_0$ at rate $1/\tau_R$. Normal collisions relax it at rate $1/\tau_N$ towards

$$n_u=\frac{1}{e^{(\hbar\omega-\hbar\mathbf q\cdot\mathbf u)/k_BT}-1},$$

with one drift velocity $\mathbf u$ along $x$ for all branches. Both times depend on branch and $q$, but not on direction.

## Why the target drifts

Consider phonons 1 and 2 merging into phonon 3, and the reverse process. Up to a common factor, the two rates are $n_1n_2(n_3+1)$ and $(n_1+1)(n_2+1)n_3$. For $n_u$,

$$\frac{n+1}{n}=e^{(\hbar\omega-\hbar\mathbf q\cdot\mathbf u)/k_BT}.$$

Let $\omega_3=\omega_1+\omega_2$ and $\mathbf q_3=\mathbf q_1+\mathbf q_2-\mathbf g$, where $\mathbf g$ is a reciprocal lattice vector. The ratio of reverse to forward rate is the product of this factor for phonons 1 and 2, divided by that for phonon 3. The frequencies cancel, leaving

$$\frac{\rm reverse}{\rm forward}=e^{-\hbar\mathbf g\cdot\mathbf u/k_BT}.$$

A normal process has $\mathbf g=0$, so it leaves the drifting distribution unchanged. An umklapp process with $\mathbf g\cdot\mathbf u\ne0$ does not. This justifies the target $n_u$. Approach to it at a single rate per mode remains an assumption of the model.

## The linearised Boltzmann equation

In the steady state,

$$v\mu G\frac{\partial n_0}{\partial T}=-\frac{n-n_0}{\tau_R}-\frac{n-n_u}{\tau_N}.$$

The deviation is proportional to $\mu$. Write it in terms of a length $a(q)$, which acts as an effective free path:

$$n-n_0=-\mu G\,\frac{c}{\hbar\omega}\,a.$$

The drifting distribution is needed in the same form. With $z=\hbar\omega/k_BT$ we have $dn_0/dz=-n_0(n_0+1)$, and the drift changes $z$ by $-\hbar q\mu u/k_BT$. To first order in $u$,

$$n_u-n_0=n_0(n_0+1)\frac{\hbar q\mu u}{k_BT}=\mu\,\frac{c}{\hbar\omega}\,Tu\,\frac q\omega,$$

where $n_0(n_0+1)=c\,k_BT^2/(\hbar\omega)^2$ was used. Define $s=-Tu/G$. Then $n_u$ corresponds to the path $a_u=s\,q/\omega$.

Since $\partial n_0/\partial T=c/\hbar\omega$, every term of the Boltzmann equation contains $\mu Gc/\hbar\omega$. Dividing by it gives

$$v=\frac a{\tau_R}+\frac{a-s\,q/\omega}{\tau_N}.$$

With the combined rate $1/\tau_C=1/\tau_R+1/\tau_N$,

$$a=\tau_C\left(v+\frac{s}{\tau_N}\frac q\omega\right).\tag{1}$$

If every collision is resistive, the target does not drift: $s=0$ and $a=v\tau_C$.

## Momentum conservation fixes the drift

Normal collisions change the $x$ component of crystal momentum at a rate proportional to the sum of $\hbar q\mu(n-n_u)/\tau_N$. The factor $1/\tau_N$ belongs inside the sum, because the conserved quantity must have zero rate of change. The average of $\mu^2$ is a common factor $1/3$, so the condition is

$$\left\langle c\,\frac q\omega\,\frac{a-s\,q/\omega}{\tau_N}\right\rangle=0.$$

Insert (1):

$$\left\langle c\,v\frac q\omega\frac{\tau_C}{\tau_N}\right\rangle+s\left\langle c\left(\frac q\omega\right)^2\frac1{\tau_N}\left(\frac{\tau_C}{\tau_N}-1\right)\right\rangle=0.$$

From the definition of $\tau_C$, $\tau_C/\tau_N+\tau_C/\tau_R=1$, so the last bracket equals $-\tau_C/\tau_R$. Therefore

$$s=\frac IJ,\quad I=\left\langle c\,v\frac q\omega\frac{\tau_C}{\tau_N}\right\rangle,\quad J=\left\langle c\left(\frac q\omega\right)^2\frac{\tau_C}{\tau_N\tau_R}\right\rangle,\tag{2}$$

and $u=-(G/T)\,I/J$. The drift points down the temperature gradient.

Energy needs no further condition at this order. The deviations are odd in $\mu$, so their energy sums vanish.

If no mode has resistive scattering, then $J=0$ while $I>0$, and the condition $I=sJ$ has no solution. The gradient keeps feeding momentum into a gas that cannot lose it, and there is no steady state.

## The conductivity

The heat flux is the sum of $\hbar\omega\,v\mu(n-n_0)$. The energies cancel and the angular average gives $1/3$, so the flux is $-G\langle cva\rangle/3$ and

$$\kappa=\tfrac13\langle cva\rangle.$$

With (1) and $s=I/J$,

$$\boxed{\kappa=\tfrac13\langle cv^2\tau_C\rangle+\frac{I^2}{3J}}\tag{3}$$

The first term is the all-resistive result. The second restores the heat carried by the drift. It is positive whenever $I$ and $J$ are positive.

For linear branches with one speed, $\omega=vq$, put $\beta=s/v^2$. Then

$$\beta=\frac{\langle c\,\tau_C/\tau_N\rangle}{\langle c\,\tau_C/(\tau_N\tau_R)\rangle},\qquad a=v\tau_C\left(1+\frac\beta{\tau_N}\right).$$

This is Callaway's form: each mode has the effective time $\tau_C(1+\beta/\tau_N)$.

Equation (3) was compared with a solution that keeps the full $n_u$ and finds $u$ numerically from momentum conservation, at $G=10^5$ K/m and 300 K. For the two sets of branches tried, one linear and one with dispersion and unequal speeds, the conductivities agreed to a relative difference of $9\times10^{-10}$ or better.

## Limiting cases

**Weak normal scattering.** As $1/\tau_N\to0$, both $I$ and $J$ are proportional to $1/\tau_N$, so $I^2/J$ vanishes. What remains is $\kappa_R=\langle cv^2\tau_R\rangle/3$.

**Strong normal scattering.** As $\tau_N\to0$, $\tau_C/\tau_N\to1$ and the first term of (3) vanishes. The drift carries all the heat:

$$\kappa_D=\frac{\langle cvq/\omega\rangle^2}{3\langle c(q/\omega)^2/\tau_R\rangle}.$$

**Constant resistive time, one linear speed.** Here $\beta=\tau_R$, and

$$\tau_C\left(1+\frac{\tau_R}{\tau_N}\right)=\frac{\tau_R\tau_N}{\tau_R+\tau_N}\,\frac{\tau_N+\tau_R}{\tau_N}=\tau_R.$$

Normal collisions drop out. The reason is that for $\omega=vq$ each phonon's contribution to the heat flux, $\hbar\omega v\mu$, is $v^2$ times its momentum $\hbar q\mu$. Conserving momentum therefore conserves heat flux. Normal collisions can then affect $\kappa$ only by moving momentum between modes with different $\tau_R$.

**Weak resistance.** Multiply all resistive rates by a small number $\epsilon$. To leading order $J\propto\epsilon$ and $I$ is constant, so $\kappa\propto1/\epsilon$. For the dispersive, unequal branches described below, lowering $\epsilon$ from $10^{-3}$ to $10^{-4}$ multiplies $\kappa$ by 9.94, while the all-resistive value grows by 1%.

## Bounds beyond a single normal rate

Real normal collisions do not relax every mode independently towards $n_u$. The resulting error can be bracketed at fixed resistive rates.

Set $n=n_0+n_0(n_0+1)\phi$, so that to first order $(n+1)/n=e^{z-\phi}$. By the argument used for the drifting target, the net rate of a merging process is $P(\phi_1+\phi_2-\phi_3)$, where $P>0$ is its equilibrium rate. Phonons 1 and 2 are lost and phonon 3 is gained. Weighting each loss by its $\phi$ and summing over processes gives

$$\sum P(\phi_1+\phi_2-\phi_3)^2\ge0.$$

This is a symmetric quadratic form, and it vanishes for $\phi\propto\mathbf q\cdot\mathbf u$ when the processes are normal.

Now divide the $q$ integral into points $i$ with weights $W_i$, and define

$$x_i=\sqrt{W_ic_i}\,v_i,\quad y_i=\sqrt{W_ic_i}\,a_i,\quad p_i=\sqrt{W_ic_i}\,q_i/\omega_i.$$

The Boltzmann equation becomes $(R+N)y=x$, with $\kappa=x^Ty/3$ and $R$ diagonal with entries $1/\tau_R>0$. Comparing the two forms of the deviation gives $\phi=-\mu G\hbar\omega a/k_BT^2$. Up to a positive constant the quadratic form is then $y^TNy$. Hence $N$ is symmetric and non-negative, and $Np=0$.

For the upper bound, insert $x=Ry+Ny$:

$$x^TR^{-1}x=y^TRy+2y^TNy+(Ny)^TR^{-1}(Ny)\ge y^T(R+N)y=x^Ty.$$

For the lower bound, the Cauchy–Schwarz inequality with the positive matrix $K=R+N$ gives

$$(x^Tp)^2=(y^TKp)^2\le(y^TKy)(p^TKp)=(x^Ty)(p^TRp).$$

Dividing by 3 yields

$$\kappa_D\le\kappa\le\kappa_R.$$

The two limits of the relaxation model thus bound $\kappa$ for any isotropic normal collision operator of this kind. The resistive part is still taken as one rate per mode. Real umklapp processes also couple modes, so these values bracket only the error in the normal operator, not the conductivity of a real crystal.

## A heat-spreading plate

Take three equal linear branches with $v=13$ km/s and $q$ up to 17 nm$^{-1}$, at 300 K. With $\omega_0=100$ rad/ps, the rates are

$$\frac1{\tau_N}=20\,{\rm ns^{-1}}\left(\frac\omega{\omega_0}\right)^2\frac T{300\,\rm K},$$

$$\frac1{\tau_R}=20\,{\rm ns^{-1}}\left(\frac\omega{\omega_0}\right)^2\frac T{300\,\rm K}\,e^{-600\,{\rm K}\,(1/T-1/300\,{\rm K})}+2\,{\rm ns^{-1}}\left(\frac\omega{\omega_0}\right)^4+\frac vL.$$

The terms of $1/\tau_R$ describe umklapp processes, point defects and boundaries of grains of size $L=10$ µm. The last is 1.3 ns$^{-1}$.

The integrals are $I=0.4532$ J/(cm³ K) and $v^2J=25.63$ J/(cm³ K ns). Hence

$$\beta=\frac{0.4532}{25.63}\ {\rm ns}=17.7\ {\rm ps}.$$

Since $I^2/J=v^2\beta I$, the correction is

$$\frac{v^2\beta I}3=\frac{(1.3\times10^4)^2(17.68\times10^{-12})(0.4532\times10^6)}3\approx451\ \frac{\rm W}{\rm m\,K}.$$

The all-resistive term is 1260 W/(m K), so $\kappa\approx1710$ W/(m K), or 17.1 W/(cm K). Enforcing conservation raises the result by 36%.

At $\omega_0$ the rates add to $20+20+2+1.3=43.3$ ns$^{-1}$, so $\tau_C=23.1$ ps. The effective time is $23.1\,(1+17.7\times0.020)=31.3$ ps. It stays below $\tau_R=42.9$ ps at this frequency, because $\beta$ is smaller than $\tau_R$ there.

The all-resistive treatment has $a=v\tau_C$. The share of momentum loss that it assigns to normal collisions is $I/\langle cvq/\omega\rangle$. For these branches the denominator is the total heat capacity, 1.0325 J/(cm³ K), and the share is 44%.

The bounds are $\kappa_D=1006$ and $\kappa_R=2202$ W/(m K). The lower one lies below the all-resistive value. The bounds alone therefore do not show that a more detailed normal operator would raise $\kappa$ above 1260 W/(m K); the increase found here belongs to the relaxation model.

A uniform flux of 1 kW/cm² through a 300 µm plate gives a temperature drop of

$$\frac{(10^7\,{\rm W/m^2})(3\times10^{-4}\,{\rm m})}{1711\,{\rm W/(m\,K)}}=1.75\ {\rm K},$$

against 2.38 K in the all-resistive treatment. The drift velocity is 0.058 m/s, or $4.5\times10^{-6}$ of the sound speed, so linearising in $u$ is safe. The mean path $3\kappa/(Cv)$, with $C$ the total heat capacity, is 0.38 µm, or 0.13% of the thickness. The longest path is 3.3% of it. This mean is weighted by heat capacity; about a quarter of $\kappa$ is carried by modes with $a>1$ µm. A local conductivity is therefore reasonable for the plate as a whole, though not for a heat source of micrometre size.

## What the model leaves out

The parameters are round values in the rough regime of polycrystalline diamond, whose good heat-spreading grades conduct roughly 1000 to 2000 W/(m K) at room temperature. The model's heat capacity is well below diamond's, which is roughly 1.8 J/(cm³ K). The model omits optical modes and the flattening of the acoustic branches, both of which add heat capacity. The flux is high, of the order met at local hot spots. Contact resistances and lateral spreading are absent from the temperature drops.

Among the variations in this section that keep equal speeds, replacing linear dispersion moves the number most. With $\omega\propto\sin(\pi q/2q_{\max})$, the same sound speed and the rate laws held fixed, $\kappa$ falls from 1711 to 1115 W/(m K), and the gain from conservation shrinks from 36% to 17%. Modes near the zone edge have small $v$ and larger $q/\omega$: their share of $I$ falls and their share of $J$ rises, which reduces the correction. The frequencies and rates of the modes change too, and these influences were not separated. Sound speeds of 18, 12 and 12 km/s together with this dispersion give 1072 W/(m K).

The strength of normal scattering matters as well. With the other settings of the linear model fixed, halving it gives 1890 W/(m K) and doubling it gives 1511 W/(m K). Normal collisions thus lower $\kappa$ here although they conserve momentum. Without them $a=v\tau_R$, which favours modes with long $\tau_R$; normal collisions pull $a$ towards the common drift form $s\,q/\omega$ and pass momentum to modes that lose it faster.

Removing the grain boundaries raises $\kappa$ to 2071 W/(m K) in an unbounded crystal; in a plate, the surfaces would then limit the longest paths. With the grains kept, operation at 400 K lowers $\kappa$ to 1217 W/(m K). The numerical output below lists these cases with their all-resistive values.

At $\omega_0$ the normal rate, 20 ns$^{-1}$, is close to the resistive rate, 23.3 ns$^{-1}$. At 300 K the chosen normal and umklapp rates are equal at every frequency, and defects and boundaries add to the resistive side. The model plate is therefore not in the regime where normal collisions dominate and the phonon gas flows like a fluid. This follows from the chosen rates and is not a finding about real diamond. Conservation still matters for the model's conductivity, so normal collisions need not dominate for the all-resistive treatment to be noticeably wrong. The size of the error is specific to the branches and rates chosen: with the same rate laws, the sine dispersion lowers the gain from 36% to 17%.

## Computed results

```
temperature: 300 K
sound speed: 13 km/s
zone radius: 17 1/nm
top frequency: 221 rad/ps
reference frequency: 100 rad/ps
normal rate at reference: 20.0 1/ns
umklapp rate at reference: 20.0 1/ns
defect rate at reference: 2.0 1/ns
boundary rate: 1.3 1/ns
umklapp activation temperature: 600 K
grain size: 10 um
heat capacity: 1.0325 J/(cm3 K)
integral I: 0.4532 J/(cm3 K)
v^2 J: 25.6274 J/(cm3 K ns)
beta: 17.68 ps
combined time at reference: 23.09 ps
effective time at reference: 31.26 ps
resistive time at reference: 42.92 ps
kappa, all resistive: 1259.5 W/(m K)
Callaway correction: 451.5 W/(m K)
kappa, conserving: 1711.0 W/(m K)
kappa, conserving: 17.11 W/(cm K)
ratio conserving/resistive: 1.358
strong-normal lower bound: 1006.1 W/(m K)
no-normal upper bound: 2202.4 W/(m K)
momentum loss wrongly given to normal: 43.9 %
heat flux: 1.0 kW/cm2
plate thickness: 300 um
plate drop, all resistive: 2.382 K
plate drop, conserving: 1.753 K
drift velocity: 0.0582 m/s
drift/sound speed: 4.48e-06
mean phonon path: 0.382 um
mean path/thickness: 0.00127
longest path/thickness: 0.0333
variants: resistive, conserving [W/(m K)], ratio
 sine dispersion: 955, 1115, 1.167
 speeds 18,12,12 km/s: 1204, 1628, 1.352
 both of these: 922, 1072, 1.163
 normal rate linear in omega: 1103, 1566, 1.420
 normal rate halved: 1599, 1890, 1.182
 normal rate doubled: 888, 1511, 1.701
 no grain boundaries: 1587, 2071, 1.305
 400 K: 962, 1217, 1.265
three-phonon imbalance, normal: 6e-16
three-phonon imbalance, umklapp: 0.541
worst formula/definition error: 8.9e-10
kappa growth, resistance/10: 9.944
all-resistive growth, same change: 1.010
```
